# The 1 eV Band-Offset Criterion: Thermionic Emission and Its Corrections: a numerical check

```python
# Result under test: emission over a barrier phi obeys
#   J = A T^2 exp(-phi/kT),  A = 4 pi q m0 k^2 / h^3,
# about 2e-10 A/cm2 for phi = 1 eV, T = 300 K, Fermi level at the band edge.
# Energies: eV from the silicon conduction edge at the interface.
# Lengths: nm; fields: V/nm (0.1 V/nm = 1 MV/cm); masses: units of m0.
# The program also sizes image force, confinement, mass, heat and tunnelling.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar
from scipy.special import ai_zeros, expit

K_EV = sc.k / sc.e
KINETIC = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18       # hbar^2/2m0, eV nm^2
IMAGE = sc.e / (16 * np.pi * sc.epsilon_0) * 1e9       # q^2/(16 pi eps0), eV nm
RICHARDSON = 4 * np.pi * sc.e * sc.m_e * sc.k**2 / sc.h**3 * 1e-4

offset, temp, hot = 1.0, 300.0, 398.15
width, field = 3.0, 0.1
eps_static, eps_optical, eps_si = 20.0, 4.0, 11.7
m_ox, m_long, m_trans = 0.2, 0.92, 0.19
limits = (1.0, 1e-7)
kt = K_EV * temp


def gauss(low, high, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


def richardson(barrier, temperature):
    return RICHARDSON * temperature**2 * np.exp(-barrier / (K_EV * temperature))


def flux_from_definition(barrier, fermi, temperature, oxide_mass=1.0):
    """Sum q v_z f over k states that can enter the oxide, in A/cm2."""
    thermal = K_EV * temperature
    k_par, w_par = gauss(0, np.sqrt(40 * thermal / KINETIC), 100)
    total = 0.0
    for kp, wp in zip(k_par, w_par):
        transverse = KINETIC * kp**2
        threshold = barrier + transverse * (1 / oxide_mass - 1)
        kz, wz = gauss(np.sqrt(threshold / KINETIC),
                       np.sqrt((threshold + 40 * thermal) / KINETIC), 100)
        energy = KINETIC * kz**2 + transverse
        speed = sc.hbar * kz * 1e9 / sc.m_e
        total += wp * 2 * np.pi * kp * np.sum(
            wz * speed * expit(-(energy - fermi) / thermal))
    return sc.e * 2 / (2 * np.pi)**3 * total * 1e27 * 1e-4


# Emission law, Fermi-level shift and return flux
j_ideal = richardson(offset, temp)
j_sum = flux_from_definition(offset, 0, temp)
assert abs(j_sum / j_ideal - 1) < 1e-6
assert 1.5e-10 < j_ideal < 2.5e-10
for shift in (0.2, -field * width):
    direct = flux_from_definition(offset, shift, temp)
    assert abs(direct / richardson(offset - shift, temp) - 1) < 1e-6
required = [kt * np.log(RICHARDSON * temp**2 / limit) for limit in limits]
for barrier, limit in zip(required, limits):
    # Fermi-Dirac tail correction is below 1e-6 at these barriers
    assert abs(flux_from_definition(barrier, 0, temp) / limit - 1) < 1e-5

# Mass factors: oxide-limited and silicon-valley counting
oxide_factor = flux_from_definition(offset, 0, temp, m_ox) / j_sum
assert abs(oxide_factor - m_ox) < 1e-6


def valley_flux(mx, my, mz):
    a = offset / kt
    side = [quad(lambda k, m=m: np.exp(-k*k/(2*m)), -12, 12)[0]
            for m in (mx, my)]
    start = np.sqrt(2 * mz * a)
    normal = quad(lambda k: k/mz * np.exp(a - k*k/(2*mz)),
                  start, np.sqrt(2 * mz * (a + 40)))[0]
    return side[0] * side[1] * normal


valley_sum = 2 * (valley_flux(m_trans, m_trans, m_long)
                  + valley_flux(m_long, m_trans, m_trans)
                  + valley_flux(m_trans, m_long, m_trans))
silicon_factor = valley_sum / valley_flux(1, 1, 1)
formula = 2 * m_trans + 4 * np.sqrt(m_long * m_trans)
assert abs(silicon_factor / formula - 1) < 1e-6

# Image-force lowering for one plane and for both planes
image = IMAGE / eps_optical
orders = np.arange(1, 5001)


def image_energy(x):
    series = np.sum(1/(orders*width+x) + 1/(orders*width-x) - 2/(orders*width))
    return -image * (1/x + series)


def green_integrand(k, x):
    return (np.expm1(-2*k*x) * np.expm1(-2*k*(width-x))
            / (-np.expm1(-2*k*width)) - 1)


for x in (0.8, 1.4):
    induced = quad(green_integrand, 0, 60, args=(x,), limit=200)[0]
    assert abs(2 * image * induced / image_energy(x) - 1) < 1e-5
one_plane = minimize_scalar(lambda x: field*x + image/x, bounds=(0.05, 2.9),
                            method='bounded', options={'xatol': 1e-9}).fun
# The square root is in volts, hence numerically the lowering in eV
lower_formula = np.sqrt(sc.e * field * 1e9
                        / (4 * np.pi * sc.epsilon_0 * eps_optical))
assert abs(one_plane / lower_formula - 1) < 1e-6
two_planes = minimize_scalar(lambda x: field*x - image_energy(x),
                             bounds=(0.05, 2.9), method='bounded').fun

# Confinement and filling of the lowest silicon subband
sheet = eps_static * sc.epsilon_0 * field * 1e9 / sc.e * 1e-18   # per nm^2
si_field = eps_static * field / (2 * eps_si)
airy = -ai_zeros(1)[0][0]
subband = airy * (KINETIC / m_long)**(1/3) * si_field**(2/3)
points, box = 2000, 15.0
step = box / (points + 1)
grid = step * np.arange(1, points + 1)
hop = KINETIC / m_long / step**2
ground = eigh_tridiagonal(2*hop + si_field*grid, -hop*np.ones(points-1),
                          select='i', select_range=(0, 0))[0][0]
assert abs(ground / subband - 1) < 1e-3
states = 2 * m_trans / (2 * np.pi * KINETIC)             # per eV nm^2


def fermi_level(temperature):
    thermal = K_EV * temperature
    return subband + thermal * np.log(np.expm1(sheet / (states * thermal)))


for t in (temp, hot):
    filled = quad(lambda e: states * expit(-(e-fermi_level(t)) / (K_EV*t)),
                  subband, subband + 2, limit=200)[0]
    assert abs(filled / sheet - 1) < 1e-6


# Tunnelling: slab solution of the Schrodinger equation and WKB
def transmission(energy, slope, slabs=300):
    h = width / slabs
    k_left = np.sqrt(energy / KINETIC)
    k_right = np.sqrt((energy + slope * width) / KINETIC)
    psi, chi = np.ones_like(energy, dtype=complex), 1j * k_right
    for x in (np.arange(slabs)[::-1] + 0.5) * h:
        kap = np.sqrt(m_ox * (offset - slope*x - energy + 0j) / KINETIC)
        c, s = np.cosh(kap * h), np.sinh(kap * h)
        psi, chi = c*psi - m_ox/kap*s*chi, c*chi - kap/m_ox*s*psi
    incoming = (psi + chi / (1j * k_left)) / 2
    return k_right / k_left / np.abs(incoming)**2


def wkb(energy, thickness):
    top = offset - energy
    end = np.maximum(top - field * thickness, 0)
    return np.exp(-4/3 * np.sqrt(m_ox/KINETIC) / field * (top**1.5 - end**1.5))


probe = np.array([0.1, 0.5])
kappa = np.sqrt(m_ox * (offset - probe) / KINETIC)
ratio = kappa / m_ox / np.sqrt(probe / KINETIC)
textbook = 1 / (1 + (ratio + 1/ratio)**2 / 4 * np.sinh(kappa * width)**2)
assert np.allclose(transmission(probe, 0.0), textbook, rtol=1e-7, atol=0)
for thick in (3.0, 20.0):
    stop = min(thick, (offset - 0.1) / field)
    action = quad(lambda x: 2*np.sqrt(m_ox*max(offset-0.1-field*x, 0)/KINETIC),
                  0, stop)[0]
    assert abs(np.exp(-action) / wkb(0.1, thick) - 1) < 1e-5

energies, weights = gauss(0, offset, 400)


def tunnel_current(chance, thickness):
    bias = field * thickness
    supply = (np.log1p(np.exp(-energies / kt))
              - np.log1p(np.exp(-(energies + bias) / kt)))
    return RICHARDSON * temp**2 * np.sum(weights * chance * supply) / kt


j_tunnel = tunnel_current(transmission(energies, field), width)
thicknesses = (3.0, 5.0, 10.0, 20.0)
j_wkb = [tunnel_current(wkb(energies, d), d) for d in thicknesses]
# WKB omits interface prefactors, so only the order of magnitude is tested
assert 0.1 < j_tunnel / j_wkb[0] < 10
assert j_tunnel > 1e6 * j_ideal
above, w_above = gauss(offset, offset + 30 * kt, 200)
pass_above = np.sum(w_above * transmission(above, field)
                    * np.exp(-(above - offset) / kt)) / kt

# Combined emission estimates
reduced = [offset - two_planes - fermi_level(t) for t in (temp, hot)]
combined = [richardson(b, t) for b, t in zip(reduced, (temp, hot))]
for b, t, j in zip(reduced, (temp, hot), combined):
    direct = flux_from_definition(offset - two_planes, fermi_level(t), t)
    assert abs(direct / j - 1) < 1e-5
hot_required = [K_EV * hot * np.log(RICHARDSON * hot**2 / limit)
                + two_planes + fermi_level(hot) for limit in limits]


def show(label, value, unit=''):
    print(f'{label}: {value:.4g} {unit}'.rstrip())


show('offset', offset, 'eV')
show('temperature', temp, 'K')
show('thermal energy kT', kt, 'eV')
show('Richardson constant A', RICHARDSON, 'A/cm2/K2')
show('prefactor A T^2', RICHARDSON * temp**2, 'A/cm2')
show('exponent offset/kT', offset / kt)
show('Boltzmann factor', np.exp(-offset / kt))
show('ideal emission current, formula', j_ideal, 'A/cm2')
show('ideal emission current, state sum', j_sum, 'A/cm2')
show('offset change per decade of current', kt * np.log(10), 'eV')
for limit, value in zip(limits, required):
    show(f'ideal offset needed for {limit:g} A/cm2', value, 'eV')
show('film thickness', width, 'nm')
show('oxide field', field * 10, 'MV/cm')
show('oxide voltage', field * width, 'V')
show('return/forward flux', np.exp(-field * width / kt))
show('static oxide permittivity', eps_static)
show('optical oxide permittivity', eps_optical)
show('silicon permittivity', eps_si)
show('oxide mass', m_ox, 'm0')
show('silicon longitudinal mass', m_long, 'm0')
show('silicon transverse mass', m_trans, 'm0')
show('current factor, oxide-limited mass', oxide_factor)
show('current factor, silicon valleys', silicon_factor)
show('image lowering, one plane', one_plane, 'eV')
show('image lowering, two planes', two_planes, 'eV')
show('current factor, two-plane image', np.exp(two_planes / kt))
show('sheet density', sheet * 1e14, 'cm^-2')
show('mean silicon field', si_field * 10, 'MV/cm')
show('magnitude of first Airy zero', airy)
show('subband energy, Airy', subband, 'eV')
show('subband energy, diagonalization', ground, 'eV')
show('subband density of states', states * 1e14, 'cm^-2 eV^-1')
show('Fermi level above edge, 300 K', fermi_level(temp), 'eV')
show('current factor, Fermi-level rise', np.exp(fermi_level(temp) / kt))
show('hot temperature', hot, 'K')
show('hot kT', K_EV * hot, 'eV')
show('ideal emission current, hot', richardson(offset, hot), 'A/cm2')
show('Fermi level above edge, hot', fermi_level(hot), 'eV')
for name, b, j in zip(('300 K', 'hot'), reduced, combined):
    show(f'reduced barrier, {name}', b, 'eV')
    show(f'combined emission current, {name}', j, 'A/cm2')
for limit, value in zip(limits, hot_required):
    show(f'hot combined offset needed for {limit:g} A/cm2', value, 'eV')
show('mean transmission above barrier', pass_above)
show('3 nm tunnelling current, slab solution', j_tunnel, 'A/cm2')
show('3 nm tunnelling/ideal emission', j_tunnel / j_ideal)
for d, j in zip(thicknesses, j_wkb):
    show(f'WKB tunnelling current, {d:g} nm at same field', j, 'A/cm2')
print('tests ok')
```

Output:

```
offset: 1 eV
temperature: 300 K
thermal energy kT: 0.02585 eV
Richardson constant A: 120.2 A/cm2/K2
prefactor A T^2: 1.082e+07 A/cm2
exponent offset/kT: 38.68
Boltzmann factor: 1.588e-17
ideal emission current, formula: 1.717e-10 A/cm2
ideal emission current, state sum: 1.717e-10 A/cm2
offset change per decade of current: 0.05953 eV
ideal offset needed for 1 A/cm2: 0.4187 eV
ideal offset needed for 1e-07 A/cm2: 0.8354 eV
film thickness: 3 nm
oxide field: 1 MV/cm
oxide voltage: 0.3 V
return/forward flux: 9.125e-06
static oxide permittivity: 20
optical oxide permittivity: 4
silicon permittivity: 11.7
oxide mass: 0.2 m0
silicon longitudinal mass: 0.92 m0
silicon transverse mass: 0.19 m0
current factor, oxide-limited mass: 0.2
current factor, silicon valleys: 2.052
image lowering, one plane: 0.1897 eV
image lowering, two planes: 0.197 eV
current factor, two-plane image: 2037
sheet density: 1.105e+13 cm^-2
mean silicon field: 0.8547 MV/cm
magnitude of first Airy zero: 2.338
subband energy, Airy: 0.157 eV
subband energy, diagonalization: 0.157 eV
subband density of states: 1.587e+14 cm^-2 eV^-1
Fermi level above edge, 300 K: 0.2248 eV
current factor, Fermi-level rise: 5971
hot temperature: 398.1 K
hot kT: 0.03431 eV
ideal emission current, hot: 4.187e-06 A/cm2
Fermi level above edge, hot: 0.2218 eV
reduced barrier, 300 K: 0.5782 eV
combined emission current, 300 K: 0.002089 A/cm2
reduced barrier, hot: 0.5813 eV
combined emission current, hot: 0.836 A/cm2
hot combined offset needed for 1 A/cm2: 0.9939 eV
hot combined offset needed for 1e-07 A/cm2: 1.547 eV
mean transmission above barrier: 0.8629
3 nm tunnelling current, slab solution: 13.05 A/cm2
3 nm tunnelling/ideal emission: 7.599e+10
WKB tunnelling current, 3 nm at same field: 36.05 A/cm2
WKB tunnelling current, 5 nm at same field: 0.03838 A/cm2
WKB tunnelling current, 10 nm at same field: 2.842e-05 A/cm2
WKB tunnelling current, 20 nm at same field: 2.842e-05 A/cm2
tests ok
```
